# Spin-adapted stability conditions for a real restricted Hartree-Fock determinant

**What symmetry fixes**

Let \(\Phi_0\) be a closed-shell RHF determinant with real orbitals, stationary in a finite basis for a real, spin-free Hamiltonian. Occupied orbitals are \(i,j\), virtual ones \(a,b\). A small change of the determinant mixes virtual spin orbitals into occupied ones, with complex amplitudes \(t_{a\sigma,i\tau}\). For each pair \(ai\) these form a \(2\times2\) spin matrix, which can be expanded as
\[
t_{ai}=\frac{1}{\sqrt2}\sum_{\mu=0,x,y,z}c_{\mu,ai}\,\sigma_\mu ,\qquad \sigma_0=1 .
\]
Under a spin rotation \(c_0\) is a scalar and \((c_x,c_y,c_z)\) a vector. Neither \(\Phi_0\) nor the Hamiltonian singles out a spin direction, so the second-order energy cannot couple \(c_0\) to the vector, and two vectors can enter only through their dot product. There is one singlet form and one triplet form, the latter occurring three times.

Complex conjugation gives more. For spin-conserving rotations, with density matrices \(D^\uparrow\) and \(D^\downarrow\), the energy is
\[
E=\sum_{\sigma}\sum_{pq}h_{pq}D^\sigma_{qp}+\frac12\sum_{pqrs}(pq|rs)\Big[\rho_{qp}\rho_{sr}-\sum_\sigma D^\sigma_{sp}D^\sigma_{qr}\Big],\quad \rho=D^\uparrow+D^\downarrow .
\]
Integrals are in charge-cloud order. Since \(h_{pq}\) and \((pq|rs)\) are real and symmetric under \(p\leftrightarrow q\), the first two terms contain only the real part of each \(D^\sigma\). The exchange term of each spin is real and is unchanged by \(D^\sigma\to D^{\sigma*}\). Hence the orbitals of one spin alone may be conjugated without changing the energy.

Conjugating both spins reverses the imaginary parts of \(c_0\) and \(c_z\), so real and imaginary parts do not couple. Conjugating only the down spin turns \(t^\uparrow=t^\downarrow=iy/\sqrt2\), an imaginary singlet, into \(t^\uparrow=-t^\downarrow=iy/\sqrt2\), an imaginary triplet. These have the same energy. The Hessian therefore contains three distinct matrices: real singlet (once), real triplet (three times) and imaginary (four times).

**Simple case: two electrons in two orbitals**

Take H₂ in a minimal basis, with \(g\) doubly occupied and \(u\) empty. Write \(c=\cos\theta\), \(s=\sin\theta\), and consider three paths:

- real RHF: both electrons in \(cg+su\);
- real UHF: \(cg+su\) for spin up, \(cg-su\) for spin down;
- complex RHF: both electrons in \(cg+isu\).

The orbital densities are \(c^2g^2+s^2u^2\) plus a cross term. The cross term is \(2cs\,gu\) for both spins on the first path, \(\pm2cs\,gu\) on the second, and zero on the third, where \(i\) and \(-i\) cancel. By parity \(h_{gu}=0\) and \((gg|gu)=(uu|gu)=0\). With \(J=(gg|uu)\) and \(K=(gu|gu)\),
\[
E(\theta)=2c^2h_g+2s^2h_u+c^4J_{gg}+s^4J_{uu}+2c^2s^2J+4\eta c^2s^2K,
\]
where \(\eta=1,-1,0\) for the three paths. To order \(\theta^2\), \(s^2=\theta^2\), \(c^2=1-\theta^2\) and \(c^4=1-2\theta^2\), so
\[
E-E_0=2\theta^2\,[\,h_u-h_g-J_{gg}+J+2\eta K\,].
\]
The orbital energies are \(\varepsilon_g=h_g+J_{gg}\) and \(\varepsilon_u=h_u+2J-K\). With \(\Delta=\varepsilon_u-\varepsilon_g\) this gives \(h_u-h_g-J_{gg}=\Delta-2J+K\), and therefore
\[
E-E_0=2\theta^2\lambda,\qquad
\lambda=\begin{cases}\Delta-J+3K&\text{real RHF}\\ \Delta-J-K&\text{real UHF}\\ \Delta-J+K&\text{complex RHF.}\end{cases}
\]

*Limit of separated atoms.* Let \(U\) be the repulsion of two electrons in one atomic orbital. Then \(g^2\) and \(u^2\) both tend to half the sum of the two atomic densities, and \(gu\) to half their difference. All of \(J_{gg},J_{uu},J,K\) tend to \(U/2\), while \(h_u-h_g\to0\). Hence \(\Delta=h_u-h_g+2J-K-J_{gg}\to0\), and the three values tend to \(U,-U,0\). RHF must become unstable towards UHF at some distance.

*Numbers, STO-3G.* At 1.4 bohr, \(\Delta=1.2485\), \(J=0.6636\) and \(K=0.1813\) hartree, so the UHF value is
\[
1.2485-0.6636-0.1813=0.4036\ \text{hartree}.
\]
The other two are 1.1287 (real RHF) and 0.7662 hartree (complex RHF), so this determinant is stable. At 4.0 bohr the UHF value is \(0.3458-0.5121-0.2651=-0.4314\) hartree, while the others remain positive, at 0.6291 and 0.0989 hartree.

The sign changes at 2.180 bohr (1.153 Å). At 4.0 bohr the UHF minimum lies 0.1748 hartree (4.76 eV) below RHF, at \(\theta=39.5^\circ\). At \(45^\circ\) the orbitals \((g\pm u)/\sqrt2\) would be the orthogonalized atomic orbitals, each localized on one atom apart from a small tail on the other (coefficient \(-0.05\) at 4.0 bohr). These numbers belong to the minimal basis and are not converged. In cc-pVTZ the sign change moves to about 2.30 bohr (1.21 Å), the lowest eigenvalues at 4.0 bohr are 0.350 (real RHF), \(-0.243\) (real UHF) and 0.092 hartree (complex RHF), and the UHF lowering there is only 0.092 hartree (2.5 eV).

**General case: the second-order energy**

Now allow any number of orbitals. Write the rotated determinant as
\[
\Phi=e^{T-T^\dagger}\Phi_0,\qquad T=\sum t_{a\sigma,i\tau}\,a^\dagger_{a\sigma}a_{i\tau}.
\]
With \(\kappa=T-T^\dagger\), the energy is \(\langle e^{-\kappa}He^{\kappa}\rangle=E_0+\langle[H,\kappa]\rangle+\tfrac12\langle[[H,\kappa],\kappa]\rangle+\dots\), with expectation values in \(\Phi_0\). The linear term contains the occupied-virtual Fock elements, which vanish by stationarity. The quadratic term is
\[
E_2=\tfrac12\langle H\kappa\kappa-2\kappa H\kappa+\kappa\kappa H\rangle .
\]
Because \(T^\dagger\Phi_0=0\), we have \(\kappa\Phi_0=T\Phi_0\) and \(\langle\Phi_0|\kappa=-\langle\Phi_0|T^\dagger\). The middle term gives \(+\langle T^\dagger HT\rangle\). In the first, \(\kappa\kappa\Phi_0=TT\Phi_0-T^\dagger T\Phi_0\), and \(T^\dagger T\Phi_0=|t|^2\Phi_0\), where \(|t|^2=\langle T^\dagger T\rangle\). The last term is the complex conjugate of the first. Together,
\[
E_2=\langle T^\dagger(H-E_0)T\rangle+\mathrm{Re}\,\langle HTT\rangle .
\]
The Slater-Condon rules turn this into \(E_2=t^\dagger At+\mathrm{Re}(t^TBt)\). Here \(A\) couples two single excitations, and \(B\) couples \(\Phi_0\) to a double excitation:
\[
A=D+\langle aj||ib\rangle,\qquad B=\langle ab||ij\rangle,\qquad D=f_{ab}\delta_{ij}-f_{ij}\delta_{ab},
\]
where \(D\) also carries unit matrices in spin. For canonical orbitals \(D=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}\).

**Spin sums**

Let \(a,i,b,j\) carry spins \(\sigma,\tau,\sigma',\tau'\). For real orbitals,
\[
\langle aj||ib\rangle=(ai|bj)\,\delta_{\sigma\tau}\delta_{\sigma'\tau'}-(ab|ij)\,\delta_{\sigma\sigma'}\delta_{\tau\tau'},
\]
\[
\langle ab||ij\rangle=(ai|bj)\,\delta_{\sigma\tau}\delta_{\sigma'\tau'}-(aj|bi)\,\delta_{\sigma\tau'}\delta_{\sigma'\tau}.
\]
Insert the expansion of \(t\); the two factors \(1/\sqrt2\) give \(\tfrac12\). The direct terms contain \(\tfrac12\,\mathrm{tr}\,\sigma_\mu\,\mathrm{tr}\,\sigma_\nu=2\delta_{\mu0}\delta_{\nu0}\), so they survive in the singlet alone, with weight 2. In \(A\), the terms \(D\) and \((ab|ij)\) carry \(\tfrac12\mathrm{tr}(\sigma_\mu^\dagger\sigma_\nu)=\delta_{\mu\nu}\). In \(B\), \((aj|bi)\) carries \(\tfrac12\mathrm{tr}(\sigma_\mu\sigma_\nu)=\delta_{\mu\nu}\), which holds for \(\sigma_y\) as well. Thus
\[
{}^1\!A=D+2(ai|bj)-(ab|ij),\qquad {}^1\!B=2(ai|bj)-(aj|bi),
\]
\[
{}^3\!A=D-(ab|ij),\qquad {}^3\!B=-(aj|bi).
\]
For each component put \(c_\mu=x+iy\). All these matrices are real and symmetric, so the cross terms in \(c_\mu^\dagger Ac_\mu\) cancel, and \(\mathrm{Re}(c_\mu^TBc_\mu)=x^TBx-y^TBy\). Each component contributes \(x^T(A+B)x+y^T(A-B)y\), with
\[
\boxed{\begin{aligned}
{}^1(A+B)&=D+4(ai|bj)-(ab|ij)-(aj|bi)\\
{}^3(A+B)&=D-(ab|ij)-(aj|bi)\\
{}^1(A-B)={}^3(A-B)&=D-(ab|ij)+(aj|bi)
\end{aligned}}
\]

*Limit of one orbital pair.* Here \((ai|bj)=(aj|bi)=K\) and \((ab|ij)=J\), which returns the three values of \(\lambda\). The prefactor also agrees: \(t=\theta\) for both spins means \(c_0=\sqrt2\,\theta\), so \(E_2=2\theta^2\lambda\).

*Test without symmetry.* For an irregular H₄ cluster, the Hessian over all 32 real parameters was computed by finite differences of the determinant energy. Multiplied by \(\tfrac12\), since \(E_2\) is half the Hessian form, the whole matrix agrees element by element with the block-diagonal matrix of the eight predicted blocks, with a largest absolute deviation of \(3\times10^{-7}\) hartree.

**Reading the signs**

A negative eigenvalue gives a direction in which the energy falls:

- \({}^1(A+B)\): both spins change alike and stay real. This is an internal instability, towards a lower real RHF determinant.
- \({}^3(A+B)\): real \(c_z\) changes the two spins oppositely. This is an instability towards real UHF.
- \(A-B\): imaginary \(c_0\) makes the doubly occupied orbitals complex. This is an instability towards complex RHF. Imaginary \(c_y\) has the same curvature, and since \(i\sigma_y\) is a real matrix, it leads to real general Hartree-Fock, whose orbitals mix the two spins.

In a finite basis the determinants of each class form a compact set, so a lower minimum exists in that class. The Hessian does not say where it lies.

If all three matrices are positive definite, \(\Phi_0\) is a strict local minimum among all determinants, because the eight blocks exhaust the possible rotations. It need not be the global minimum. If the lowest eigenvalue is zero, the second order does not decide whether \(\Phi_0\) is a minimum.

The first two conditions are ordered. For real \(x\), let \(q=\sum x_{ai}\phi_a\phi_i\). Then
\[
x^T[{}^1(A+B)-{}^3(A+B)]x=4(q|q)\ge0,
\]
because \((q|q)\) is twice the electrostatic self-energy of the charge distribution \(q\). An internal instability therefore implies a UHF instability. The converse fails, as H₂ at 4.0 bohr shows. For \(A-B\) the corresponding difference is \(A-B-{}^3(A+B)=2(aj|bi)\), which is not a self-energy, so this argument gives no ordering.

*An internal instability.* The determinant \(\sigma_u^2\) of H₂ is also stationary. With the orbital roles exchanged, \(\Delta=-0.3288\) hartree at 1.4 bohr, and the singlet value is
\[
-0.3288-0.6636+3K=-0.4486\ \text{hartree},\qquad 3K=0.5438\ \text{hartree}.
\]
The real RHF path leads down to \(\sigma_g^2\) at \(\theta=90^\circ\). The internal instability ends at 2.254 bohr, but the triplet value there is still \(-0.837\) hartree: a determinant can pass the internal test and fail the UHF test. Both numbers are STO-3G values; in cc-pVTZ they become 2.88 bohr and \(-0.52\) hartree, with the same conclusion.

**A complex instability: the carbon atom**

Take the closed-shell configuration \(1s^22s^22p_z^2\) in STO-3G, where \(p_x\) and \(p_y\) are the virtual orbitals. Parity separates \(p\to p\) from \(s\to p\) excitations, and reflection separates \(p_z\to p_x\) from \(p_z\to p_y\). Each \(p\to p\) excitation is thus a two-orbital problem. The \(s\) shells act equally on all \(p\) orbitals, so
\[
\Delta=2J_{zx}-K-J_{zz},\qquad K=(zx|zx).
\]
Rotating the axes by \(45^\circ\) replaces the product \(p_zp_x\) by \((p_z^2-p_x^2)/2\), up to sign. Its self-repulsion must still be \(K\), so \(\tfrac14(2J_{zz}-2J_{zx})=K\), or \(J_{zz}-J_{zx}=2K\). Then \(\Delta-J_{zx}=-3K\), and the three values are
\[
\Delta-J_{zx}+3K=0,\qquad \Delta-J_{zx}-K=-4K,\qquad \Delta-J_{zx}+K=-2K.
\]
With \(K=0.0363\) hartree these are 0, \(-0.1451\) and \(-0.0725\) hartree, each occurring twice. The zero belongs to a rotation of the whole atom.

The finite path follows from the earlier \(E(\theta)\). The one-electron part, now including the \(s\) shells, is constant, and \(J_{xx}=J_{zz}\). Using \(c^4+s^4=1-2c^2s^2\),
\[
E-E_0=-2c^2s^2(J_{zz}-J_{zx})+4\eta c^2s^2K=(\eta-1)K\sin^22\theta .
\]
Real RHF is flat. At \(45^\circ\) the complex RHF energy has fallen by \(K\), or 0.99 eV, and the UHF energy by \(2K\), or 1.97 eV. These values and their simple ratios are specific to STO-3G, where the orbitals cannot relax. In cc-pVTZ the lowest eigenvalues are 0, \(-0.132\) and \(-0.055\) hartree, and the relaxed complex RHF and UHF solutions lie 0.74 and 1.83 eV below real RHF. The complex orbital \((p_z+ip_x)/\sqrt2\) carries one unit of angular momentum about the \(y\) axis, which a real \(p\) orbital cannot do.

The real general Hartree-Fock path gives the same lowering as complex RHF. Along the two spin directions of \(\sigma_y\), the matrix \(i\sigma_y\) acts as \(\pm i\), so the orbitals are \(cp_z+isp_x\) and its conjugate. Conjugating one spin turns this pair into the complex RHF pair at no cost in energy. A magnetic field acting on the orbitals, or spin-orbit coupling, would invalidate that argument, and with it the common \(A-B\) matrix.

## Computed values

```
H4 cluster, positions in bohr: [(0, 0, 0), (1.5, 0, 0), (3.4, 0.6, 0), (4.6, 1.6, 0.7)]
H4 number of real rotation parameters: 32
H4 largest deviation, numeric Hessian/2 from blocks: 3.1e-07 hartree
H4 eigenvalues singlet A+B: 0.735595 0.848087 1.295354 1.382084 hartree
H4 eigenvalues triplet A+B: 0.165341 0.392589 0.920910 1.096879 hartree
H4 eigenvalues A-B: 0.487985 0.682328 1.048952 1.199154 hartree
H4 eigenvalues of (ai|bj): 0.007320 0.042648 0.165886 0.205497 hartree
H4 eigenvalues of (aj|bi): 0.004373 0.046260 0.166062 0.204655 hartree
H4 energy change, same complex rotation for both spins: 1.011541 hartree
H4 energy change, conjugate rotation for down spin: 1.011541 hartree
H2 sigma_g^2 at 1.4 bohr, total energy: -1.116714 hartree
H2 sigma_g^2 at 1.4 bohr, Delta J K: 1.248471 0.663564 0.181258 hartree
H2 sigma_g^2 at 1.4 bohr, singlet A+B, triplet A+B, A-B: 1.128680 0.403649 0.766165 hartree
H2 sigma_g^2 at 4.0 bohr, total energy: -0.761082 hartree
H2 sigma_g^2 at 4.0 bohr, Delta J K: 0.345837 0.512086 0.265128 hartree
H2 sigma_g^2 at 4.0 bohr, singlet A+B, triplet A+B, A-B: 0.629135 -0.431378 0.098879 hartree
H2 sigma_u^2 at 1.4 bohr, total energy: 0.460576 hartree
H2 sigma_u^2 at 1.4 bohr, Delta J K: -0.328820 0.663564 0.181258 hartree
H2 sigma_u^2 at 1.4 bohr, singlet A+B, triplet A+B, A-B: -0.448610 -1.173642 -0.811126 hartree
H2 onset of UHF instability: 2.1797 bohr = 1.1534 angstrom
H2 UHF minus RHF energy, 0.1 bohr beyond onset: -0.001621 hartree
H2 UHF total energy at 4.0 bohr, separate SCF: -0.935842 hartree
H2 UHF minus RHF at 4.0 bohr: -0.174760 hartree = -4.7555 eV
H2 UHF rotation angle at 4.0 bohr: 39.531 degrees
H2 sigma_u^2 internal instability ends at: 2.2541 bohr
H2 sigma_u^2 triplet A+B at that distance: -0.837270 hartree
C atom RHF energy: -37.089587 hartree
C atom J_zz J_zx K_zx: 0.672833 0.600295 0.036269 hartree
C atom eigenvalues singlet A+B: -0.000000 -0.000000 0.648035 0.648035 10.395919 10.395919 hartree
C atom eigenvalues triplet A+B: -0.145075 -0.145075 0.125632 0.125632 10.308870 10.308870 hartree
C atom eigenvalues A-B: -0.072537 -0.072537 0.387183 0.387183 10.352045 10.352045 hartree
C atom energy change at 45 degrees, real RHF: -0.000000 hartree = -0.0000 eV
C atom energy change at 45 degrees, UHF: -0.072537 hartree = -1.9738 eV
C atom energy change at 45 degrees, complex RHF: -0.036269 hartree = -0.9869 eV
C atom energy change at 45 degrees, real general HF: -0.036269 hartree = -0.9869 eV
```
